\section*{London attraction from two dipole-coupled isotropic quantum oscillators}

\section{The result}

Two identical isotropic oscillators stand a distance $R$ apart. In each, a charge $q$ of mass $m$ is bound with angular frequency $\omega$ to a fixed charge $-q$. Electrostatic formulas are written with $4\pi\varepsilon_0=1$, so that the polarizability $\alpha$ is a volume. If the oscillators interact through their dipoles alone, and
\begin{equation}
a=\frac{\alpha}{R^3}<\frac12 ,
\end{equation}
the coupling shifts the ground-state energy by
\begin{equation}
\Delta E=\frac{\hbar\omega}{2}\left[2\sqrt{1+a}+2\sqrt{1-a}+\sqrt{1+2a}+\sqrt{1-2a}-6\right].
\label{exact}
\end{equation}
For $a\ll1$ this becomes London's attraction,
\begin{equation}
\Delta E\simeq-\frac{3}{4}\,\frac{\hbar\omega\,\alpha^2}{R^6}.
\label{london}
\end{equation}
Equation (\ref{exact}) is exact for the dipole-coupled model, and (\ref{london}) is its leading term at large distance. The interaction is taken as instantaneous, and exchange between the two charge clouds is left out.

\section{One oscillator in a field}

The polarizability has to be tied to $q$, $m$ and $\omega$ first. In a static field $F$ along $x$, the potential energy of one oscillator is
\begin{equation}
\frac{m\omega^2x^2}{2}-qFx=\frac{m\omega^2}{2}\left(x-\frac{qF}{m\omega^2}\right)^2-\frac{q^2F^2}{2m\omega^2}.
\end{equation}
The first term on the right is the same oscillator about a displaced centre, so its quantum levels are unchanged. Every level is lowered by the last term. An induced dipole lowers the energy by $\alpha F^2/2$, and therefore
\begin{equation}
\alpha=\frac{q^2}{m\omega^2}.
\label{alpha}
\end{equation}
The displacement gives the same answer: the induced dipole is $q\cdot qF/(m\omega^2)=\alpha F$. Planck's constant does not enter.

\section{Two oscillators on one axis}

Let $u_1$ and $u_2$ be the displacements of the two charges along one axis, with momenta $p_1$ and $p_2$. Take a bilinear coupling of dimensionless strength $\kappa$:
\begin{equation}
H=\frac{p_1^2+p_2^2}{2m}+\frac{m\omega^2}{2}\left(u_1^2+u_2^2\right)+\kappa m\omega^2u_1u_2 .
\end{equation}
Define
\begin{equation}
u_\pm=\frac{u_1\pm u_2}{\sqrt2},\qquad p_\pm=\frac{p_1\pm p_2}{\sqrt2}.
\end{equation}
The new pairs are canonical, because
\begin{equation}
[u_\pm,p_\pm]=\tfrac12\left([u_1,p_1]+[u_2,p_2]\right)=i\hbar,\qquad
[u_+,p_-]=\tfrac12\left([u_1,p_1]-[u_2,p_2]\right)=0,
\end{equation}
and $[u_-,p_+]=0$ in the same way. The sums of squares keep their form, $u_1^2+u_2^2=u_+^2+u_-^2$ and $p_1^2+p_2^2=p_+^2+p_-^2$, while $u_1u_2=(u_+^2-u_-^2)/2$. Hence
\begin{equation}
H=\frac{p_+^2+p_-^2}{2m}+\frac{m\omega^2}{2}\left[(1+\kappa)u_+^2+(1-\kappa)u_-^2\right].
\end{equation}
These are two independent oscillators with frequencies $\omega_\pm=\omega\sqrt{1\pm\kappa}$. Each has the zero-point energy $\hbar\omega_\pm/2$. Subtracting the uncoupled value $\hbar\omega$ leaves
\begin{equation}
\Delta E_\kappa=\frac{\hbar\omega}{2}\left(\sqrt{1+\kappa}+\sqrt{1-\kappa}-2\right).
\label{axis}
\end{equation}

The sign can be settled without an expansion. The square of $\sqrt{1+\kappa}+\sqrt{1-\kappa}$ is $2+2\sqrt{1-\kappa^2}$, which is less than 4 for $0<|\kappa|<1$. The shift is therefore negative for either sign of $\kappa$. One frequency rises and the other falls, but the fall is the larger.

For weak coupling,
\begin{equation}
\sqrt{1+\kappa}=1+\frac{\kappa}{2}-\frac{\kappa^2}{8}+\frac{\kappa^3}{16}-\frac{5\kappa^4}{128}+\cdots .
\end{equation}
Adding the series with $\kappa\to-\kappa$ removes the odd powers:
\begin{equation}
\Delta E_\kappa=\hbar\omega\left(-\frac{\kappa^2}{8}-\frac{5\kappa^4}{128}-\cdots\right).
\label{axisseries}
\end{equation}
The shift vanishes at $\kappa=0$, as it must. At $|\kappa|=1$ one restoring force vanishes and $H$ no longer has a normalizable ground state. Beyond that point its energy has no lower bound.

\subsection*{What the coupling does to the charges}

The means $\langle u_1\rangle$ and $\langle u_2\rangle$ remain zero, but the displacements become correlated. An oscillator of frequency $\omega_\pm$ has $\langle u_\pm^2\rangle=\hbar/(2m\omega_\pm)$ in its ground state, so
\begin{equation}
\langle u_1u_2\rangle=\frac{\langle u_+^2\rangle-\langle u_-^2\rangle}{2}
=\frac{\hbar}{4m\omega}\left(\frac{1}{\sqrt{1+\kappa}}-\frac{1}{\sqrt{1-\kappa}}\right)
\simeq-\frac{\hbar\kappa}{4m\omega}.
\end{equation}
The mean coupling energy is then $\kappa m\omega^2\langle u_1u_2\rangle\simeq-\hbar\omega\kappa^2/4$. This is twice the leading term of (\ref{axisseries}). Half of the gain is paid back, to this order, as a rise in the oscillators' own energies.

\section{The coupling in three dimensions}

Let the $z$ axis run from centre 1 to centre 2, and let $\mathbf r_1$ and $\mathbf r_2$ be the displacements of the moving charges from their own centres. With $\mathbf n$ the unit vector along $z$, the Coulomb energy between the two neutral pairs is
\begin{equation}
W=q^2\left[\frac1R-\frac{1}{|R\mathbf n+\mathbf r_2|}-\frac{1}{|R\mathbf n-\mathbf r_1|}+\frac{1}{|R\mathbf n+\mathbf r_2-\mathbf r_1|}\right].
\label{coulomb}
\end{equation}
For a displacement $\mathbf d$ put $\epsilon=2d_z/R+d^2/R^2$. Then $|R\mathbf n+\mathbf d|^{-1}=R^{-1}(1+\epsilon)^{-1/2}$, and the binomial series $1-\epsilon/2+3\epsilon^2/8-5\epsilon^3/16+\cdots$, sorted by powers of $\mathbf d$, gives
\begin{equation}
\frac{1}{|R\mathbf n+\mathbf d|}=\frac1R-\frac{d_z}{R^2}+\frac{3d_z^2-d^2}{2R^3}-\frac{5d_z^3-3d_zd^2}{2R^4}+\cdots .
\label{taylor}
\end{equation}
Insert this in (\ref{coulomb}). The order-zero terms cancel as $1-1-1+1=0$. The first-order terms give $z_2-z_1-(z_2-z_1)=0$. In second order, write $(3d_z^2-d^2)/2=d_z^2-(d_x^2+d_y^2)/2$. The squares belonging to a single oscillator cancel, and the mixed products from the last term of (\ref{coulomb}) remain:
\begin{equation}
V=\frac{q^2}{R^3}\left(x_1x_2+y_1y_2-2z_1z_2\right)
=m\omega^2a\left(x_1x_2+y_1y_2-2z_1z_2\right).
\label{dipole}
\end{equation}
The second form uses $q^2=\alpha m\omega^2$ from (\ref{alpha}). No product of different axes appears, so the problem is three copies of the one-axis problem, with
\begin{equation}
\kappa_x=\kappa_y=a,\qquad \kappa_z=-2a .
\end{equation}
Adding (\ref{axis}) for the three axes gives (\ref{exact}).

In the ground state $\langle z_1z_2\rangle>0$, while $\langle x_1x_2\rangle$ and $\langle y_1y_2\rangle$ are negative. Fluctuating dipoles tend to point the same way along the line of centres and opposite ways across it. Both arrangements lower the coupling energy.

\subsection*{The London limit}

The sums needed in (\ref{axisseries}) are $\sum\kappa^2=a^2+a^2+4a^2=6a^2$ and $\sum\kappa^4=a^4+a^4+16a^4=18a^4$. Therefore
\begin{equation}
\frac{\Delta E}{\hbar\omega}=-\frac{6a^2}{8}-\frac{5\cdot18\,a^4}{128}-\cdots
=-\frac34a^2-\frac{45}{64}a^4-\cdots .
\label{series}
\end{equation}
With $a=\alpha/R^3$ the first term is (\ref{london}). The $z$ axis supplies four of the six units of $a^2$, which is two thirds of the London energy, and $x$ and $y$ supply one sixth each. The second term, relative to the first, is $15a^2/16$.

A test at strong coupling separates the closed form from its series. At $a=0.3$, direct diagonalization of the quantum Hamiltonian in a basis of oscillator states gives $\Delta E=-0.07448\,\hbar\omega$, in agreement with (\ref{exact}). The London term alone gives $-0.0675\,\hbar\omega$, about 9\% too weak relative to the full dipole result.

\subsection*{The short-distance limit and the local field}

The lowest frequency is $\omega\sqrt{1-2a}$, so the model is stable for $R^3>2\alpha$. The same limit appears in the local field. Apply a static field $F$ along $z$ to both oscillators. By symmetry $z_1=z_2=z$, and force balance on either charge reads
\begin{equation}
m\omega^2(1-2a)z=qF .
\end{equation}
The total dipole $2qz$ gives the pair a polarizability $2\alpha/(1-2a)$ along the axis. It diverges where the mode frequency vanishes. The energy itself stays finite there: at $a=1/2$, (\ref{exact}) gives $-0.361\,\hbar\omega$. The limit $R^3=2\alpha$ is derived for point dipoles with a harmonic restoring force, and at such distances the expansion (\ref{taylor}) is itself in doubt.

\section{Where Planck's constant enters}

A classical pair at zero temperature rests at $\mathbf r_1=\mathbf r_2=0$, and its interaction energy is zero. In the absence of an applied field, a polarizable model that contains induced dipoles without their fluctuations therefore gives no attraction between two units that carry no permanent charges or multipoles. Permanent charges can induce dipoles and so add an attraction of their own, but London's attraction still has to be added separately.

The high-temperature limit shows what thermal motion would do. An oscillator of frequency $\omega_i$ has the free energy $k_BT\ln[2\sinh(\hbar\omega_i/2k_BT)]$, which tends to $k_BT\ln(\hbar\omega_i/k_BT)$ for $k_BT\gg\hbar\omega_i$. The coupling then changes the free energy by
\begin{equation}
\Delta F=k_BT\sum_i\ln\frac{\omega_i}{\omega}
=\frac{k_BT}{2}\sum_{\rm axes}\ln(1-\kappa^2)
\simeq-\frac{k_BT}{2}\,6a^2=-\frac{3k_BT\alpha^2}{R^6}.
\end{equation}
The power of $R$ is unchanged, but $k_BT$ has replaced $\hbar\omega/4$. For electronic oscillators at room temperature the opposite limit holds, and the zero-point result applies.

\section{A second route, and the next multipole}

Perturbation theory confirms the London term and also gives the first correction beyond dipoles. In the uncoupled ground state each coordinate has variance $s^2=\hbar/(2m\omega)$. Since $\langle V\rangle=0$, the first order vanishes. Acting on the ground state, $V$ creates one quantum on each oscillator, so every intermediate state lies $2\hbar\omega$ higher. The sum over states reduces to
\begin{equation}
E_6=-\frac{\langle V^2\rangle}{2\hbar\omega}
=-\frac{q^4}{R^6}\,\frac{(1+1+4)s^4}{2\hbar\omega}
=-\frac{3q^4s^4}{\hbar\omega R^6}.
\label{pt}
\end{equation}
Because $q^4=\alpha^2m^2\omega^4$ and $s^4=\hbar^2/(4m^2\omega^2)$, this is $-3\hbar\omega\alpha^2/(4R^6)$, as before.

The third-order part of (\ref{coulomb}) couples the dipole of one oscillator to the quadrupole of the other. Its $\mathbf d$-dependence is $d_z^3-\frac32d_z(d_x^2+d_y^2)$. After the single-oscillator terms cancel,
\begin{equation}
V'=-\frac{q^2}{R^4}(A_{12}-A_{21}),
\end{equation}
\begin{equation}
A_{12}=z_2\left[3z_1^2-\tfrac32(x_1^2+y_1^2)\right]-3z_1(x_1x_2+y_1y_2),
\end{equation}
where $A_{21}$ has the labels exchanged. For a Gaussian, $\langle z^4\rangle=3s^4$ and $\langle(x^2+y^2)^2\rangle=8s^4$. The squared bracket averages to $(27-18+18)s^4=27s^4$, so the first part of $A_{12}$ contributes $27s^6$. The second contributes $9\cdot2s^6=18s^6$. Their cross term is odd in $x_2$ or $y_2$ and vanishes, so $\langle A_{12}^2\rangle=45s^6$. The product $A_{12}A_{21}$ is odd in $\mathbf r_2$ and averages to zero. Altogether $\langle V'^2\rangle=90\,q^4s^6/R^8$.

The quadratic factors in $A_{12}$ have no trace, so on the ground state they create two quanta with no remainder in the ground state. The linear factor creates a third. Every intermediate state lies $3\hbar\omega$ up, and
\begin{equation}
E_8=-\frac{\langle V'^2\rangle}{3\hbar\omega}=-\frac{30q^4s^6}{\hbar\omega R^8},\qquad
\frac{E_8}{E_6}=\frac{10s^2}{R^2}=\frac{5\hbar}{m\omega R^2}.
\label{quad}
\end{equation}

One other product could contribute at order $R^{-8}$: $V$ combined with the fourth-order Coulomb term. The Coulomb energy satisfies Laplace's equation in $\mathbf r_1$ and in $\mathbf r_2$ separately, so each mixed term is a solid harmonic in each variable. The fourth-order mixed terms have degrees $(1,3)$, $(2,2)$ and $(3,1)$, whereas $V$ reaches states of angular momentum $(1,1)$. The overlap is zero. Explicit sums over oscillator states reproduce the coefficient $-3/4$ in (\ref{series}), the factor 5 in (\ref{quad}) and this zero.

The ratio (\ref{quad}) contains $m$ separately, while the London energy depends on $\alpha$ and $\omega$ alone. As long as the interaction can be taken as instantaneous, knowing $\alpha$ and $\omega$ fixes the attraction at large $R$, but not the distance beyond which the London formula is accurate.

\section{Numbers in the range of methane}

Because of its tetrahedral symmetry, methane has an isotropic linear dipole response and no permanent dipole. Take the rough values $\alpha=0.0026\ \mathrm{nm^3}$ and $\hbar\omega=15$ eV, with $R=0.6$ nm. Then
\begin{equation}
a=\frac{0.0026}{0.6^3}=0.01204 .
\end{equation}
The six mode energies are 14.8183 and 15.1795 eV along $z$, and 14.9094 and 15.0900 eV for each transverse axis. Half of their sum, less the uncoupled 45 eV, is the interaction. The $z$ axis gives $-1.087$ meV and each transverse axis $-0.272$ meV:
\begin{equation}
\Delta E=-1.087-2(0.272)\simeq-1.63\ \mathrm{meV}.
\end{equation}
The London formula gives
\begin{equation}
-\tfrac34\,(15\,000\ \mathrm{meV})(0.01204)^2=-1.63\ \mathrm{meV}=-5.99\times10^{-5}\ \text{hartree}.
\end{equation}
The coefficient of $-R^{-6}$ is $7.6\times10^{-5}\ \mathrm{eV\,nm^6}$, or 127 atomic units. Higher powers of the dipole coupling add 0.014\% of the London energy here, and 0.16\% at 0.4 nm, in line with $15a^2/16$. Within the dipole model the expansion is hardly a limitation at these distances.

The quadrupole term matters far more, and its size depends on how the oscillator is read. If the moving mass is the electron mass, (\ref{alpha}) requires $q=2.3\,e$, and the width is $s=0.050$ nm. If instead $q=e$, the mass is $0.19\,m_e$ and $s=0.116$ nm. With $\alpha$ and $\omega$ held fixed, (\ref{quad}) gives these additions relative to the London energy:
\begin{center}
\begin{tabular}{cccc}
$R$ (nm) & London (meV) & $m=m_e$ & $q=e$\\
0.4 & $-18.6$ & 16\% & 85\%\\
0.6 & $-1.63$ & 7\% & 38\%\\
1.0 & $-0.076$ & 3\% & 14\%
\end{tabular}
\end{center}
The two readings show how uncertain the model is; they are not bounds on the real correction. An addition of 85\% also signals that a multipole series cut at this term cannot be trusted. For the wide clouds of the $q=e$ reading, the series also misses the direct Coulomb energy of the overlapping clouds. In the uncoupled ground state this energy is attractive, about as large as the quadrupole term at 0.6 nm and about three times as large at 0.4 nm. The last column is therefore the quadrupole term alone, not the full correction.

For real methane near contact, the neglect of overlap between the charge clouds fails as well. A Hartree--Fock calculation with the 6-31++G** basis, corrected for basis superposition by the counterpoise method, gives an interaction of $+19.8$ meV at 0.4 nm and $+0.12$ meV at 0.6 nm. It was done for one orientation, in which each molecule turns two hydrogens toward the other and all four lie in one plane with the line of centres, with an assumed C--H length of 0.109 nm. The values are not converged in the basis to the digits shown: aug-cc-pVDZ gives $+20.1$ and $+0.15$ meV, and aug-cc-pVTZ gives $+20.2$ meV at 0.4 nm. This level contains overlap repulsion, electrostatics and induction, but no dispersion. In size it is 107 to 109\% of the London energy at 0.4 nm and 7 to 9\% at 0.6 nm, depending on the basis. In this orientation the sum of the Hartree--Fock and London energies at 0.4 nm is slightly positive, and the quadrupole term of either reading turns it negative. This near cancellation is special to the orientation. In aug-cc-pVDZ at 0.4 nm the Hartree--Fock energy is about 6 meV with three hydrogens of each molecule facing, 13.5 meV with one facing pair turned by $90^\circ$, and 105 meV with one hydrogen of each on the line of centres, so the sum with the London energy runs from about $-13$ to $+86$ meV. At this distance the sign of the interaction depends on the orientation, which the isotropic London energy cannot describe. The chosen 15 eV is an effective excitation energy that puts the $R^{-6}$ coefficient at about the size accepted for methane, so that coefficient is not an independent prediction.

Two other assumptions, the instantaneous interaction and the neglect of thermal excitation, hold well for this example. Light crosses the gap in a time $R/c$, and $\omega R/c=0.046$; an instantaneous interaction requires $R$ well below $c/\omega=13$ nm. At 300 K, $\hbar\omega/k_BT=580$, so thermal excitation of the oscillators is negligible. The attraction at 0.6 nm is itself small beside $k_BT=26$ meV. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
TESTS
polarizability from field: 1.02282333 a.u.; q^2/(m omega^2): 1.02282333 a.u.
shift/(hbar omega) at a = 0.3: diagonalized -0.074481250, formula -0.074481250
series coefficients of a^2, a^4: -3/4, -45/64
sum over states, dipole-dipole: -0.750000 hbar omega a^2
quadrupole/dipole sum ratio: 5.000000 times hbar/(m omega R^2)
EXAMPLE (rough methane regime)
alpha = 0.0026 nm^3 = 17.546 a.u.
hbar omega = 15.0 eV = 0.5512 hartree
R = 0.6 nm; a = alpha/R^3 = 0.012037
stability limit (2 alpha)^(1/3) = 0.1732 nm
mode z, 1-2a: 14.818344 eV
mode x, 1-a: 14.909449 eV
mode y, 1-a: 14.909449 eV
mode x, 1+a: 15.090008 eV
mode y, 1+a: 15.090008 eV
mode z, 1+2a: 15.179482 eV
shift from z axis: -1.08687 meV
shift from x axis (same for y): -0.27168 meV
exact dipole shift: -1.63024 meV
London energy: -1.63002 meV = -5.9902e-05 hartree
C6 = 7.6050e-05 eV nm^6 = 127.27 a.u.
DISTANCE TABLE
R/nm  London/meV  exact dipole/meV  excess/%  quadrupole/% (m=m_e)  quadrupole/% (q=e)
0.4  -18.56689  -18.59571  0.1552  15.87  84.64
0.5  -4.86720  -4.86918  0.0406  10.16  54.17
0.6  -1.63002  -1.63024  0.0136  7.06  37.62
0.8  -0.29011  -0.29011  0.0024  3.97  21.16
1.0  -0.07605  -0.07605  0.0006  2.54  13.54
NEGLECTED EFFECTS
m = m_e: q = 2.309 e, rms width per axis 0.0504 nm
q = e: m = 0.1876 m_e, rms width per axis 0.1164 nm
assumed C-H bond length: 0.109 nm
Hartree-Fock interaction at 0.4 nm: 19.7971 meV (106.63 % of London size)
Hartree-Fock interaction at 0.6 nm: 0.1210 meV (7.42 % of London size)
retardation: omega R/c = 0.0456; c/omega = 13.16 nm
kT at 300 K = 25.85 meV; hbar omega/kT = 580.2
\end{verbatim}
